# Basis-Independent Electron-Phonon Rates for Degenerate Multiplets: a numerical check

```python
"""
Result under test: electron-phonon elements g[m,n] between degenerate states
depend on the basis chosen in each multiplet. The sum of |g|^2 over final
states and phonon partners, averaged over initial states, does not.
Model: p_x, p_y, p_z orbitals on a simple cubic lattice, Hartree atomic units.
k, kf: initial and final wave vectors in units of 2 pi / lattice constant.
t(R): hopping matrix; M: deformation matrix; omega: phonon frequency;
Gamma: golden-rule rate matrix in the initial multiplet.
"""
import itertools
import numpy as np
from scipy.linalg import expm, sqrtm, inv
from scipy.constants import physical_constants

A = 5.0                     # lattice constant, bohr
V_SIGMA, V_PI = 0.06, -0.015  # first-neighbour hopping, Ha
BETA = 0.6                  # hopping decay, 1/bohr
MASS = 50000.0              # ion mass, electron masses
K1, K2 = 0.03, 0.015        # central springs, Ha/bohr^2
TEMP = 0.001                # thermal energy, Ha
SIGMA = 0.006               # Gaussian width, Ha
rng = np.random.default_rng(7)

CELLS = np.array([c for c in itertools.product((-1, 0, 1), repeat=3)
                  if 0 < np.dot(c, c) < 3])


def hopping(r):
    d = np.linalg.norm(r)
    return np.exp(-BETA * (d - A)) * (
        (V_SIGMA - V_PI) * np.outer(r, r) / d**2 + V_PI * np.eye(3))


def hopping_gradient(r):
    d = np.linalg.norm(r)
    one = np.eye(3)
    scale = np.exp(-BETA * (d - A)) * (V_SIGMA - V_PI)
    out = np.empty((3, 3, 3))
    for c in range(3):
        angular = (np.outer(one[c], r) + np.outer(r, one[c])) / d**2
        angular -= 2 * np.outer(r, r) * r[c] / d**4
        out[c] = -BETA * r[c] / d * hopping(r) + scale * angular
    return out


T = np.array([hopping(A * c) for c in CELLS])
DT = np.array([hopping_gradient(A * c) for c in CELLS])
SPRING = np.array([(K1 if c @ c == 1 else K2) * np.outer(c, c) / (c @ c)
                   for c in CELLS])


def phase(k):
    return 2 * np.pi * (np.asarray(k) @ CELLS.T)


def hamiltonian(k):
    return np.tensordot(np.cos(phase(k)), T, axes=(-1, 0))


def dynamical(q):
    return np.tensordot(1 - np.cos(phase(q)), SPRING, axes=(-1, 0)) / MASS


def deformation(kf, k):
    difference = np.exp(1j * phase(kf)) - np.exp(1j * phase(k))
    return np.tensordot(difference, DT, axes=(-1, 0))


def velocity(k):
    return -np.einsum('r,rc,rab->cab', np.sin(phase(k)), A * CELLS, T)


def groups(values, tolerance):
    cuts = np.flatnonzero(np.diff(values) > tolerance) + 1
    return np.split(np.arange(len(values)), cuts)


def multiplet(matrix, size, tolerance):
    values, vectors = np.linalg.eigh(matrix)
    index = next(s for s in groups(values, tolerance) if len(s) == size)
    return values[index], vectors[:, index]


def coupling(kf, k, mode, omega, final, initial):
    m = np.tensordot(mode, deformation(kf, k), axes=(0, 0))
    return final.conj().T @ m @ initial / np.sqrt(2 * MASS * omega)


def rotation(x):
    return np.array([[np.cos(x), -np.sin(x)], [np.sin(x), np.cos(x)]])


# Deformation matrix against finite differences of a displaced supercell
L = 8
k = np.array([1, 0, 0]) / 8
kf = np.array([0, 1, 0]) / 8
q = kf - k
sites = np.array([(i, j, 0) for i in range(L) for j in range(L)])


def supercell(displacement):
    h = np.zeros((3 * L * L, 3 * L * L))
    for i, s in enumerate(sites):
        for c in CELLS:
            j = ((s[0] + c[0]) % L) * L + (s[1] + c[1]) % L
            block = hopping(A * c + displacement[j] - displacement[i])
            h[3*i:3*i+3, 3*j:3*j+3] += block
    return h


def bloch(kv):
    wave = np.exp(2j * np.pi * sites @ kv) / L
    return np.kron(wave[:, None], np.eye(3))


test_mode = np.array([0.5, -0.3, 0.8])
step = 1e-4
angle = 2 * np.pi * sites @ q
derivative = 0
for factor, profile in ((1, np.cos(angle)), (1j, np.sin(angle))):
    u = step * profile[:, None] * test_mode
    derivative = derivative + factor * (
        supercell(u) - supercell(-u)) / (2 * step)
direct = bloch(kf).conj().T @ derivative @ bloch(k)
formula = np.tensordot(test_mode, deformation(kf, k), axes=(0, 0))
fd_error = np.max(abs(direct - formula)) / np.max(abs(formula))
assert fd_error < 1e-6

# One phonon between doublets on two different cubic axes
e_i, c_i = multiplet(hamiltonian(k), 2, 1e-6)
e_f, c_f = multiplet(hamiltonian(kf), 2, 1e-6)
w2, modes = np.linalg.eigh(dynamical(q))
omega_top = np.sqrt(w2[2])
g = coupling(kf, k, modes[:, 2], omega_top, c_f, c_i)
singular2 = np.linalg.svd(g, compute_uv=False)**2
angles = np.arange(180) * np.pi / 180
unit = np.array([np.cos(angles), np.sin(angles)])
element2 = abs(unit.T @ g @ unit)**2
block_sum = np.sum(abs(g)**2)
assert abs(element2.mean() / (block_sum / 4) - 1) < 1e-10
assert 0.99 * singular2[0] < element2.max() < singular2[0] * (1 + 1e-10)
assert element2.min() < 1e-3 * singular2[0]

# Small perturbations choose the basis at random, as numerical noise does
single, mean_square = [], []
for trial in range(40):
    bases = []
    for point in (kf, k):
        noise = rng.normal(size=(3, 3)) * 1e-10
        bases.append(multiplet(hamiltonian(point) + noise + noise.T,
                               2, 1e-6)[1])
    noisy = coupling(kf, k, modes[:, 2], omega_top, *bases)
    single.append(abs(noisy[0, 0])**2)
    mean_square.append(np.mean(abs(noisy)**2))
noise_spread = np.ptp(mean_square) / np.mean(mean_square)
assert np.ptp(single) > 0.3 * singular2[0]
assert noise_spread < 1e-6

# Final sum over all phonons leaves a matrix in the initial doublet
kernel = np.zeros((2, 2), complex)
for v in range(3):
    gv = coupling(kf, k, modes[:, v], np.sqrt(w2[v]), c_f, c_i)
    kernel += gv.conj().T @ gv
kernel_eigs = np.linalg.eigvalsh(kernel)
state_sums = np.einsum('ai,ab,bi->i', unit, kernel, unit).real
assert kernel_eigs[1] > 1.05 * kernel_eigs[0]
assert abs(state_sums.max() / kernel_eigs[1] - 1) < 0.01
assert abs(state_sums.min() / kernel_eigs[0] - 1) < 0.01

# Degenerate transverse phonons: doublet to singlet along one axis
k_axis = np.array([3, 0, 0]) / 8
_, singlet = multiplet(hamiltonian(k_axis), 1, 1e-6)
tw2, pair = multiplet(dynamical(k_axis - k), 2, 1e-12)
one_mode, all_modes = [], []
for x in angles:
    turned = pair @ rotation(x)
    gs = [coupling(k_axis, k, turned[:, v], np.sqrt(tw2[v]), singlet,
                   c_i @ rotation(0.4)) for v in range(2)]
    one_mode.append(abs(gs[0][0, 0])**2)
    all_modes.append(sum(np.sum(abs(x_)**2) for x_ in gs) / 2)
assert np.ptp(one_mode) > 0.5 * np.mean(all_modes)
assert np.ptp(all_modes) < 1e-10 * np.mean(all_modes)

# Eigenvector-free sum: matrix functions replace all final and phonon bases
window = 0.05
h_f = hamiltonian(k_axis)
shift = h_f - e_i[0] * np.eye(3)
filter_matrix = expm(-shift @ shift / (2 * window**2))
phonon_matrix = inv(sqrtm(dynamical(k_axis - k))).real / (2 * MASS)
mc = deformation(k_axis, k) @ c_i
free = np.einsum('cd,cam,ab,dbn->mn', phonon_matrix, mc.conj(),
                 filter_matrix, mc)
levels, states = np.linalg.eigh(h_f)
pw2, pmodes = np.linalg.eigh(dynamical(k_axis - k))
summed = 0
for e_group in groups(levels, 1e-6):
    weight = np.exp(-(levels[e_group].mean() - e_i[0])**2 / (2 * window**2))
    basis = states[:, e_group]
    if len(e_group) == 2:
        basis = basis @ rotation(1.1)
    for v in range(3):
        gv = coupling(k_axis, k, pmodes[:, v], np.sqrt(pw2[v]), basis, c_i)
        summed = summed + weight * gv.conj().T @ gv
assert np.max(abs(free - summed)) < 1e-8 * np.trace(summed).real


# Full Brillouin-zone rate matrix in the p_y, p_z basis
def gaussian(x):
    return np.exp(-x**2 / (2 * SIGMA**2)) / (SIGMA * np.sqrt(2 * np.pi))


def rate_matrix(n_grid, wedge=False):
    integers = np.arange(n_grid) - n_grid // 2
    mesh = np.array(np.meshgrid(integers, integers, integers,
                                indexing='ij')).reshape(3, -1).T
    weights = np.ones(len(mesh))
    if wedge:
        weights = 1.0 + np.sign(abs(mesh[:, 1]) - abs(mesh[:, 2]))
    points = mesh / n_grid
    energies, vectors = np.linalg.eigh(hamiltonian(points))
    squares, polar = np.linalg.eigh(dynamical(points - k))
    valid = squares > 1e-12
    omega = np.sqrt(np.where(valid, squares, 1.0))
    start = np.eye(3)[:, 1:]
    energy = hamiltonian(k)[1, 1]       # also the chemical potential
    m = deformation(points, k) @ start
    m = np.einsum('kcv,kcan->kvan', polar, m, optimize=True)
    amp = np.einsum('kam,kvan->kvmn', vectors, m, optimize=True)
    bose = 1 / np.expm1(omega / TEMP)
    f_plus = 1 / (np.exp(omega / TEMP) + 1)
    f_minus = 1 / (np.exp(-omega / TEMP) + 1)
    gap = energy - energies[:, None, :]
    om = omega[:, :, None]
    factor = ((bose + f_plus)[:, :, None] * gaussian(gap + om)
              + (bose + 1 - f_minus)[:, :, None] * gaussian(gap - om))
    factor *= (valid / (2 * MASS * omega) * weights[:, None])[:, :, None]
    return 2 * np.pi / len(mesh) * np.einsum(
        'kvm,kvmi,kvmj->ij', factor, amp.conj(), amp, optimize=True)


gamma_32 = rate_matrix(32)
gamma_48 = rate_matrix(48)
gamma_wedge = rate_matrix(32, wedge=True)
rate_32 = np.trace(gamma_32).real / 2
rate_48 = np.trace(gamma_48).real / 2
for matrix, rate in ((gamma_32, rate_32), (gamma_48, rate_48)):
    assert np.max(abs(matrix - rate * np.eye(2))) < 1e-8 * rate
wedge_rates = np.diag(gamma_wedge).real
assert abs(wedge_rates.mean() / rate_32 - 1) < 1e-8
assert abs(wedge_rates[0] - wedge_rates[1]) > 0.01 * rate_32

# Velocity weights between doublets on two body diagonals
ka = np.array([1, 1, 1]) / 8
kb = np.array([-1, 1, 1]) / 8
_, ca = multiplet(hamiltonian(ka), 2, 1e-6)
_, cb = multiplet(hamiltonian(kb), 2, 1e-6)
vw2, vmodes = np.linalg.eigh(dynamical(kb - ka))
naive, traced, averaged = [], [], []
for x, y in itertools.product(angles[::6], repeat=2):
    ba, bb = ca @ rotation(x), cb @ rotation(y)
    gx = coupling(kb, ka, vmodes[:, 2], np.sqrt(vw2[2]), bb, ba)
    va = ba.T @ velocity(ka) @ ba
    vb = bb.T @ velocity(kb) @ bb
    da = np.diagonal(va, axis1=1, axis2=2)
    db = np.diagonal(vb, axis1=1, axis2=2)
    naive.append(np.einsum('mn,cn,cm->', abs(gx)**2, da, db))
    traced.append(sum(np.trace(va[c] @ gx.conj().T @ vb[c] @ gx).real
                      for c in range(3)))
    averaged.append(np.sum(abs(gx)**2) * (da.mean(axis=1) @ db.mean(axis=1)))
velocity_scale = max(np.max(np.abs(naive)), np.max(np.abs(traced)))
assert np.ptp(naive) > 0.01 * velocity_scale
assert np.ptp(traced) < 1e-9 * velocity_scale
assert np.ptp(averaged) < 1e-9 * velocity_scale

# Exact decay of an equally populated doublet into two empty continua
decay = np.array([0.03, 0.01])
spacing = 0.005
continuum = np.linspace(-1, 1, 401)
link = rotation(0.7) @ np.diag(np.sqrt(decay * spacing / (2 * np.pi)))
link = link @ rotation(0.5).T
size = 2 + 2 * len(continuum)
h = np.zeros((size, size))
h[2:, 2:] = np.diag(np.repeat(continuum, 2))
h[2:, :2] = np.tile(link, (len(continuum), 1))
h[:2, 2:] = h[2:, :2].T
ev, vec = np.linalg.eigh(h)
time = 100.0


def survival(t):
    amplitude = (vec[:2] * np.exp(-1j * ev * t)) @ vec[:2].T
    return np.sum(abs(amplitude)**2) / 2


exact = survival(time)
matrix_law = np.mean(np.exp(-decay * time))
single_law = np.exp(-decay.mean() * time)
assert abs(exact - matrix_law) < 0.01
assert abs(exact - single_law) > 0.05
early_slope = (survival(5.0) - survival(10.0)) / 5.0
early_law = np.mean(np.exp(-5 * decay) - np.exp(-10 * decay)) / 5
assert abs(early_slope / early_law - 1) < 0.05

fs = physical_constants['atomic unit of time'][0] * 1e15
print(f"Lattice constant: {A:.1f} bohr; ion mass: {MASS:.0f} m_e")
print(f"Hopping sigma, pi: {V_SIGMA:.3f}, {V_PI:.3f} Ha")
print(f"Hopping decay: {BETA:.2f} 1/bohr")
print(f"Springs first, second: {K1:.3f}, {K2:.3f} Ha/bohr^2")
print(f"Thermal energy: {TEMP:.4f} Ha; Gaussian width: {SIGMA:.4f} Ha")
print("Initial k (2pi/a):", k, " final k (2pi/a):", kf)
print(f"Initial, final doublet energy: {e_i[0]:.6f}, {e_f[0]:.6f} Ha")
print(f"Highest phonon frequency at this q: {omega_top:.6e} Ha")
print(f"Supercell relative error of deformation matrix: {fd_error:.1e}")
print(f"Squared singular values: {singular2[0]:.5e}, {singular2[1]:.5e} Ha^2")
print(f"|g_11|^2 over bases, min: {element2.min():.2e} Ha^2")
print(f"|g_11|^2 over bases, max: {element2.max():.5e} Ha^2")
print(f"Block sum of |g|^2: {block_sum:.5e} Ha^2")
print(f"Block mean of |g|^2: {block_sum / 4:.5e} Ha^2")
print("Noise amplitude scale: 1.0e-10 Ha; trials:", len(single))
print(f"|g_11|^2 under noise, min: {min(single):.3e} Ha^2")
print(f"|g_11|^2 under noise, max: {max(single):.3e} Ha^2")
print(f"Relative spread of block mean under noise: {noise_spread:.1e}")
print(f"All-phonon kernel eigenvalues: {kernel_eigs[0]:.5e}, "
      f"{kernel_eigs[1]:.5e} Ha^2")
print(f"All-phonon initial average: {kernel_eigs.mean():.5e} Ha^2")
print(f"One transverse phonon |g|^2, min: {min(one_mode):.2e} Ha^2")
print(f"One transverse phonon |g|^2, max: {max(one_mode):.5e} Ha^2")
print(f"Transverse pair, initial average: {np.mean(all_modes):.5e} Ha^2")
print(f"Average rate, 32^3 grid: {rate_32:.5e} Ha")
print(f"Average rate, 48^3 grid: {rate_48:.5e} Ha")
print(f"Relative grid change: {100 * (rate_48 / rate_32 - 1):.2f} percent")
print(f"Inverse rate, 48^3 grid: {1 / rate_48:.2f} a.u. of time"
      f" = {fs / rate_48:.3f} fs")
print(f"Wedge p_y, p_z rates, 32^3 grid: {wedge_rates[0]:.5e}, "
      f"{wedge_rates[1]:.5e} Ha")
print(f"Wedge average rate: {wedge_rates.mean():.5e} Ha")
print("Body-diagonal k (2pi/a):", ka, " final:", kb)
print(f"Diagonal velocity sum, min: {min(naive):.4e} a.u.")
print(f"Diagonal velocity sum, max: {max(naive):.4e} a.u.")
print(f"Velocity operator trace: {np.mean(traced):.4e} a.u.")
print(f"Mean-velocity sum: {np.mean(averaged):.4e} a.u.")
print(f"Decay model rates: {decay[0]:.3f}, {decay[1]:.3f} Ha")
print(f"Decay model time: {time:.1f} a.u.")
print(f"Exact survival: {exact:.4f} (dimensionless)")
print(f"Rate-matrix survival: {matrix_law:.4f} (dimensionless)")
print(f"Single average-rate survival: {single_law:.4f} (dimensionless)")
print("tests ok")
```

Printed output:

```
Lattice constant: 5.0 bohr; ion mass: 50000 m_e
Hopping sigma, pi: 0.060, -0.015 Ha
Hopping decay: 0.60 1/bohr
Springs first, second: 0.030, 0.015 Ha/bohr^2
Thermal energy: 0.0010 Ha; Gaussian width: 0.0060 Ha
Initial k (2pi/a): [0.125 0.    0.   ]  final k (2pi/a): [0.    0.125 0.   ]
Initial, final doublet energy: 0.100885, 0.100885 Ha
Highest phonon frequency at this q: 1.061700e-03 Ha
Supercell relative error of deformation matrix: 6.6e-10
Squared singular values: 3.87794e-06, 3.02573e-07 Ha^2
|g_11|^2 over bases, min: 1.54e-41 Ha^2
|g_11|^2 over bases, max: 3.87794e-06 Ha^2
Block sum of |g|^2: 4.18051e-06 Ha^2
Block mean of |g|^2: 1.04513e-06 Ha^2
Noise amplitude scale: 1.0e-10 Ha; trials: 40
|g_11|^2 under noise, min: 1.678e-10 Ha^2
|g_11|^2 under noise, max: 3.098e-06 Ha^2
Relative spread of block mean under noise: 4.0e-08
All-phonon kernel eigenvalues: 3.77495e-06, 7.35032e-06 Ha^2
All-phonon initial average: 5.56264e-06 Ha^2
One transverse phonon |g|^2, min: 6.47e-39 Ha^2
One transverse phonon |g|^2, max: 7.90556e-38 Ha^2
Transverse pair, initial average: 8.12986e-38 Ha^2
Average rate, 32^3 grid: 1.38859e-03 Ha
Average rate, 48^3 grid: 1.38743e-03 Ha
Relative grid change: -0.08 percent
Inverse rate, 48^3 grid: 720.76 a.u. of time = 17.434 fs
Wedge p_y, p_z rates, 32^3 grid: 9.63870e-04, 1.81331e-03 Ha
Wedge average rate: 1.38859e-03 Ha
Body-diagonal k (2pi/a): [0.125 0.125 0.125]  final: [-0.125  0.125  0.125]
Diagonal velocity sum, min: -1.3819e-06 a.u.
Diagonal velocity sum, max: 4.8930e-07 a.u.
Velocity operator trace: -1.0025e-06 a.u.
Mean-velocity sum: 1.1978e-07 a.u.
Decay model rates: 0.030, 0.010 Ha
Decay model time: 100.0 a.u.
Exact survival: 0.2092 (dimensionless)
Rate-matrix survival: 0.2088 (dimensionless)
Single average-rate survival: 0.1353 (dimensionless)
tests ok
```
